# Bending waves of crystalline sheets: quadratic when free, linear under tension

## Form of the dispersion law

Let a flat crystalline sheet have mass per area $\rho$, and let a bending wave have height $h=h_0\cos(\mathbf q\cdot\mathbf x-\omega t)$. The quantity $\rho\omega^2$ is a restoring force per area and per height. Its expansion in $q$ is limited by symmetry:

- Raising the whole sheet costs nothing, so there is no $q^0$ term.
- The $q^2$ term is the cost of a uniform slope. A slope is a rotation combined with a stretch, and the rotation is free. Only the work done against existing stress remains, so the coefficient must be the tension $\sigma$ (force per length).
- The next term allowed is $q^4$, whose coefficient $\kappa$ is an energy, the bending rigidity.

For an isotropic sheet this gives

$$\rho\omega^2=\sigma q^2+\kappa q^4+O(q^6),\qquad q_*=\sqrt{\sigma/\kappa}. \tag{1}$$

Here $q_*$ is, up to a numerical factor, the one wavevector that can be formed from $\sigma$ and $\kappa$; with this choice the two terms are equal at $q_*$. Rotational invariance by itself does not make the law quadratic. It ties the $q^2$ coefficient to the stress, and the law is quadratic when the stress is zero.

The derivation assumes harmonic motion, forces of finite range, optical modes with a gap at $q=0$, and no substrate. A substrate adds an energy $\tfrac12 g h^2$ per area, breaks the first symmetry and gives $\rho\omega^2=g$ at $q=0$.

## From the lattice wave to a uniform deformation

Write the displacement of atom $j$ in a cell as $(\mathbf U+\mathbf w_j)e^{i\mathbf q\cdot\mathbf R}$, where $\mathbf R$ is the atom's in-plane position, $\mathbf U$ is common to all atoms and $\mathbf w_j$ is the internal shift. The energy depends on differences of position. For two atoms separated in the plane by $\boldsymbol\Delta$, the difference of displacements is

$$\left[i(\mathbf q\cdot\boldsymbol\Delta)\mathbf U+\mathbf w_{j'}-\mathbf w_j+O(q^2U,\,qw)\right]e^{i\mathbf q\cdot\mathbf R}. \tag{2}$$

The terms shown are those of a uniform deformation with gradient $i\mathbf q\,\mathbf U$ plus internal shifts. The terms of the energy linear in displacement sum to zero, because every atom starts in equilibrium. The quadratic energy at order $q^2$ is therefore that of a uniform deformation.

The optical gap makes the energy stiff against $\mathbf w$, so $\mathbf w=O(qU)$. Its inertia contributes $\omega^2w^2=O(q^4U^2)$, since $\omega^2$ is at most $O(q^2)$. At order $q^2$ the internal shifts thus take their static, relaxed values.

Let $W(F)$ be the relaxed energy per area of the starting sheet. The $3\times2$ matrix $F$ maps an in-plane vector to its deformed image in space.

## Rotation fixes the quadratic term

A rotation $Q$ of all atoms leaves the energy unchanged and turns relaxed internal positions into relaxed ones, so $W(QF)=W(F)$. The two columns of $F$ are the images of the unit vectors. If two deformations have columns of equal lengths and equal mutual angle, a rotation carries one pair into the other. Hence $W$ depends only on these lengths and this angle, that is, on $M=F^{\mathsf T}F$.

Let $g_{\beta\alpha}=\partial_\alpha u_\beta$ be the in-plane displacement gradient and $s_\alpha=\partial_\alpha h$ the slope. The columns of $F$ have in-plane parts $\delta_{\beta\alpha}+g_{\beta\alpha}$ and vertical parts $s_\alpha$. Multiplying out, with repeated indices summed, gives the strain

$$e_{\alpha\beta}=\tfrac12(M_{\alpha\beta}-\delta_{\alpha\beta})=\tfrac12\left(g_{\alpha\beta}+g_{\beta\alpha}+g_{\gamma\alpha}g_{\gamma\beta}+s_\alpha s_\beta\right). \tag{3}$$

Stress is defined by the first-order work, positive for tension:

$$W=W_0+\sigma_{\alpha\beta}e_{\alpha\beta}+\tfrac12C_{\alpha\beta\gamma\delta}\,e_{\alpha\beta}e_{\gamma\delta}+\dots \tag{4}$$

With $g=0$ the strain is $\tfrac12 s_\alpha s_\beta$, which is already of second order. The elastic term is then of fourth order in the slope, and the harmonic energy is

$$W-W_0=\tfrac12\sigma_{\alpha\beta}s_\alpha s_\beta. \tag{5}$$

No product of $g$ and $s$ appears at second order, so height and in-plane motion are uncoupled at order $q^2$.

For the wave, $s_\alpha=-q_\alpha h_0\sin(\mathbf q\cdot\mathbf x-\omega t)$. The mean of $\sin^2$ is $\tfrac12$, so the mean potential energy is $\tfrac14\sigma_{\alpha\beta}q_\alpha q_\beta h_0^2$. The mean kinetic energy is $\tfrac14\rho\omega^2h_0^2$. The two are equal in a harmonic mode, hence

$$\rho\omega^2=\sigma_{\alpha\beta}q_\alpha q_\beta+O(q^4). \tag{6}$$

## The next order

The force constants are real, so the dynamical matrix at $-\mathbf q$ is the complex conjugate of that at $\mathbf q$. Its diagonal height element is real and therefore even in $\mathbf q$, which excludes $q^3$.

At order $q^4$ the energy is quadratic in the curvatures $\partial_\alpha\partial_\beta h$. An isotropic sheet allows two invariants, $(\nabla^2h)^2$ and the determinant of the curvature matrix. For a plane wave the determinant is proportional to $q_x^2q_y^2-(q_xq_y)^2=0$. The energy $\tfrac12\kappa(\nabla^2h)^2$ averages to $\tfrac14\kappa q^4h_0^2$ and supplies the last term of (1).

A sheet whose two faces differ may couple strain $e$ to curvature $k$. Minimizing $\tfrac12ce^2+bek+\tfrac12\kappa_0k^2$ over $e$ gives $e=-bk/c$ and $\kappa=\kappa_0-b^2/c$. The power of $q$ is unchanged and the rigidity is lowered. Inversion reverses curvature but not strain, so $b=0$ in a sheet with inversion symmetry.

## Free, stretched and compressed sheets

**Free sheet.** With $\sigma=0$, $\omega=\sqrt{\kappa/\rho}\,q^2$.

**Tension.** Put $c=\sqrt{\sigma/\rho}$ and $x=q/q_*$. Factoring $\sigma q^2$ out of (1) gives

$$\omega=cq\sqrt{1+x^2},\qquad \frac{d\ln\omega}{d\ln q}=\frac{2\sigma q^2+4\kappa q^4}{2(\sigma q^2+\kappa q^4)}=\frac{1+2x^2}{1+x^2}. \tag{7}$$

The exponent runs smoothly from 1 to 2. At $q_*$ it is $3/2$, and $\omega$ is $\sqrt2$ times the linear value. Linear dispersion therefore needs $q\ll q_*$; being just below $q_*$ is not enough. The group velocity is the exponent times $\omega/q$.

**Compression.** With $\sigma=-|\sigma|$, $\rho\omega^2=q^2(\kappa q^2-|\sigma|)$. This is negative for $q<\sqrt{|\sigma|/\kappa}$, and the flat sheet buckles if it is large enough to hold such a wave.

**Heat capacity.** The number of flexural modes per area below $q$ is $q^2/4\pi$. Set $\Omega=\omega/(cq_*)$, so that $\Omega^2=x^2(1+x^2)$ and $x^2=\tfrac12(\sqrt{1+4\Omega^2}-1)$. Differentiating $q_*^2x^2/4\pi$ with respect to $\omega=cq_*\Omega$ gives the density of modes

$$D(\omega)=\frac{q_*}{2\pi c}\,\frac{\Omega}{\sqrt{1+4\Omega^2}}. \tag{8}$$

For $\Omega\ll1$ this is $\omega/(2\pi c^2)$. For $\Omega\gg1$ it is the constant $q_*/(4\pi c)=\sqrt{\rho/\kappa}/(4\pi)$. A mode contributes $k_By^2e^y/(e^y-1)^2$ with $y=\hbar\omega/k_BT$. The integrals needed are $\int_0^\infty y^3e^y/(e^y-1)^2dy=6\zeta(3)$ and $\int_0^\infty y^2e^y/(e^y-1)^2dy=\pi^2/3$. The flexural heat capacity per area is then

$$C_V\to\frac{3\zeta(3)k_B^3T^2}{\pi\hbar^2c^2}\ \ (k_BT\ll\hbar cq_*),\qquad C_V\to\frac{\pi k_B^2T}{12\hbar}\sqrt{\frac{\rho}{\kappa}}\ \ (k_BT\gg\hbar cq_*). \tag{9}$$

The second form also requires $T$ to be low enough that the modes in use still obey (1). Tension removes low-frequency modes and so lowers the heat capacity at low temperature.

## Tests on a buckled lattice

The model is a single layer of buckled (blue) phosphorus. The buckling matters because a tilt then forces the two sublattices to shift within the plane. The energy is $\tfrac12k(r-r_0)^2$ per bond plus $\tfrac12K(\cos\theta-\cos\theta_0)^2$ per angle, with rough inputs $r_0=0.226$ nm, $\theta_0=93^\circ$, $k=800$ eV/nm² and $K=5$ eV. Both terms vanish in the free sheet, so it carries no stress. Geometry gives the lattice constant $a=r_0\sqrt{2(1-\cos\theta_0)}=0.328$ nm and the buckling height $b_z=\sqrt{r_0^2-a^2/3}=0.1235$ nm. The layer has inversion symmetry, and a hexagonal lattice is isotropic at the order of $\kappa$.

*Free sheet.* The full dynamical matrix gives an exponent of 1.9999 at $q=0.1$ nm⁻¹. Rolling the sheet into a tube of radius $R$ costs $\kappa/(2R^2)$ per area. Relaxed tubes of radius 20 and 40 nm, extrapolated to zero curvature, give $\kappa=2.040$ eV. The phonons give the same value to the digits shown, both along $x$ and at 0.3 rad from it.

*Unequal tension.* Stretching by 1.0% along $x$ and 0.2% along $y$ gives stresses of 3.168 and 0.918 eV/nm², computed from in-plane stretching energies alone. The phonon $q^2$ coefficients along $x$ and $y$ equal them. At 30° equation (6) predicts $0.75\times3.168+0.25\times0.918=2.606$ eV/nm², and the phonons give 2.606. The energy of a small tilt at fixed projected size gives 3.168 eV/nm² along $x$, as (5) requires.

*Broken rotation symmetry.* Add to each bond an energy $\tfrac12\beta|\mathbf u_i-\mathbf u_j|^2$ with $\beta=1$ eV/nm². These springs resist rotation. The exponent at $q=0.01$ nm⁻¹ becomes 1.0002 although the sheet carries no stress. The size of this false tension follows from a rigid rotation by a small angle $s$ about $y$, which displaces the end of a bond $(b_x,b_y,b_z)$ by $s(-b_z,0,b_x)$ up to sign. With three bonds per cell of area $A=0.0931$ nm², and $\sum b_x^2=a^2/2$, the coefficient is

$$\frac{\beta}{A}\left(\frac{a^2}{2}+3b_z^2\right)=\frac{0.0538+0.0458}{0.0931}\approx1.07\ \text{eV/nm}^2,$$

in agreement with the phonon value of 1.067. Internal relaxation can only lower the rigid-rotation estimate.

*Compression.* At a compressive stress of 0.627 eV/nm² the predicted edge of instability is 0.555 nm⁻¹. The lattice value of $\omega^2$ is negative at 0.8 times this wavevector and positive at 1.2 times it.

## Worked example: a suspended sheet on a cooled chip

The same layer spans a trench of width $L=1$ µm under an equal tension of 0.1 N/m, or 0.624 eV/nm². With $\rho=1.10\times10^{-6}$ kg/m²,

$$q_*=\sqrt{\frac{0.624}{2.040}}=0.553\ \text{nm}^{-1},\qquad c=\sqrt{\frac{0.1}{1.10\times10^{-6}}}\approx301\ \text{m/s}.$$

The crossover wavelength is $2\pi/q_*=11.4$ nm. The frequency there is $f_*=\sqrt2\,cq_*/2\pi=37.5$ GHz, for which $hf_*/k_B=1.8$ K. At 10 K the typical thermal frequency $k_BT/h$ is thus about 5.6 times $f_*$, in the range where bending stiffness dominates.

The lattice frequencies at this tension, for $\mathbf q$ along $x$, compare with (1) as follows:

| $q/q_*$ | lattice (GHz) | formula (GHz) | lattice exponent |
|---|---|---|---|
| 0.1 | 2.67 | 2.67 | 1.01 |
| 0.3 | 8.31 | 8.31 | 1.08 |
| 1 | 37.4 | 37.5 | 1.50 |
| 3 | 247 | 252 | 1.86 |

At $3q_*$ along $x$ the lattice lies 2.0% below the formula, relative to the formula. Terms beyond $q^4$ need not be isotropic, and the shortfall is somewhat smaller along $y$. The difference collects the $q^6$ term, the change of $\kappa$ with strain and rotary inertia, which were not separated. Rotary inertia can be sized by itself. Atoms at heights $\pm b_z/2$ move sideways when the sheet tilts, which multiplies $\rho\omega^2$ by $1+q^2b_z^2/4$. To order $q^4$ this subtracts $\sigma b_z^2/4$ from $\kappa$, a relative change of $1.2\times10^{-3}$. The effect grows with $q$: at $3q_*$ the whole factor is about 1.01, which lowers the frequency by about 0.5%.

The lowest trench mode, uniform along the trench, has $q=\pi/L$ and $f=c/2L=150.7$ MHz for hinged edges. Its bending energy is $(q/q_*)^2=3.2\times10^{-5}$ of its tension energy. Clamped edges matter more. Near a clamp $\kappa h''''=\sigma h''$, and the solution with $h=h'=0$ at the edge is $h\propto x-\ell+\ell e^{-x/\ell}$ with $\ell=1/q_*=1.8$ nm, where $x$ is now the distance from the edge. The straight part extrapolates to zero at $x=\ell$, so the effective width is $L-2\ell$ and the frequency rises by about $2\ell/L=0.4\%$.

## Thermal ripples and real devices

A slope $s_x$ shortens the projected length by the fraction $s_x^2/2$. Since $\langle s_x^2\rangle=\tfrac12\langle|\nabla h|^2\rangle$, ripples hide a linear strain $\tfrac14\langle|\nabla h|^2\rangle$. The thermal part of the mean square height per mode gives

$$\langle|\nabla h|^2\rangle=\int\frac{d^2q}{(2\pi)^2}\,\frac{\hbar q^2}{\rho\omega}\,\frac{1}{e^{\hbar\omega/k_BT}-1}. \tag{10}$$

With (1) used up to the zone radius, the hidden strain is $1.9\times10^{-5}$ at 10 K and $1.3\times10^{-3}$ at 300 K. The elastic strain produced by the tension is $1.8\times10^{-3}$, so the ratios are 0.01 and 0.73. Thermal ripples are a small correction at 10 K. At 300 K they are comparable with the elastic strain, so corrections to the harmonic law with fixed $\kappa$ should be considered. The zero-point part, estimated in the same way, is $2.3\times10^{-4}$, or 13% of the elastic strain. The 300 K and zero-point values draw on short wavelengths, where both (1) and (10) fail. The lattice frequencies lie below (1), which raises the amplitudes, but slopes taken between lattice sites are smaller than $q$ times the height, and the modes are no longer purely vertical. These effects oppose each other, so the two values are rough estimates and not bounds.

For a free sheet the classical limit of (10) is $(k_BT/2\pi\kappa)\ln(q_{\max}/q_{\min})$, which grows without limit with sheet size. The quadratic law is therefore a harmonic result and cannot be carried to arbitrarily long waves at finite temperature.

The phosphorus values come from a rough force model, not from an electronic-structure calculation or a measurement, and the suspended device is a model case. The tension is an assumed round value. Since $q_*\propto\sqrt{\sigma/\kappa}$, a rigidity wrong by a factor of two moves $q_*$ by a factor of 1.4, and a tenfold change of tension moves it by 3.2. A real sheet may also carry adsorbed material. If this doubles $\rho$ without adding stiffness, all frequencies in (1) fall by a factor of 1.4 while $q_*$ stays fixed. A uniform tension that differs between directions replaces $\sigma$ by its component along $\mathbf q$, as in (6). For a trench mode that is uniform along the trench, the relevant value is the tension across it; a mode that also varies along the trench feels the tension in both directions. The numerical output gives the values to more digits.

## Calculated quantities

```
Inputs: bond 0.226 nm, angle 93.0 deg, mass 30.974 u
Inputs: k_bond 800.0 eV/nm^2, k_angle 5.0 eV
Lattice constant 0.3279 nm, buckling 0.1235 nm
Cell area 0.09310 nm^2, mass per area 1.1009e-06 kg/m^2
-- free sheet --
Exponent of omega(q) at q = 0.1 /nm: 1.9999
Rigidity from tubes: 2.0399 eV
Rigidity from phonons along x: 2.0399 eV
Rigidity from phonons at 0.3 rad: 2.0399 eV
-- unequal stretch: ex = 0.01, ey = 0.002 --
Stress xx 3.1683, yy 0.9176 eV/nm^2
q at 0 deg: q^2 coefficient 3.1683, stress along q 3.1683 eV/nm^2
q at 30 deg: q^2 coefficient 2.6057, stress along q 2.6057 eV/nm^2
q at 90 deg: q^2 coefficient 0.9176, stress along q 0.9176 eV/nm^2
Tilt energy coefficient along x: 3.1684 eV/nm^2
-- fixed-direction springs of 1 eV/nm^2, zero strain --
Exponent at q = 0.01 /nm: 1.0002
False tension: 1.0672 eV/nm^2
-- example under equal tension --
Tension 0.1 N/m = 0.6242 eV/nm^2
Elastic strain 1.827e-03
C11 49.9 N/m, C12 4.9 N/m
Crossover q* 0.5531 /nm, wavelength 11.36 nm
Frequency at q* 37.52 GHz, h f/k_B 1.80 K
Long-wave speed 301.4 m/s
q/q*, q (1/nm), lattice f (GHz), formula f (GHz), lattice exponent, formula exponent
0.1  0.0553  2.666  2.667  1.010  1.010
0.3  0.1659  8.309  8.310  1.082  1.083
1.0  0.5531  37.439  37.523  1.496  1.500
3.0  1.6594  246.686  251.712  1.860  1.900
Compression 0.6274 eV/nm^2: predicted edge of instability 0.5546 /nm
Trench 1000 nm: lowest mode 150.7 MHz
Bending/tension energy in that mode 3.23e-05
-- neglected effects --
Rotary inertia, relative change of q^4 term: 1.17e-03
Thermal ripple strain at 10 K: 1.86e-05, ratio to elastic strain 0.010
Thermal ripple strain at 300 K: 1.34e-03, ratio to elastic strain 0.732
Zero-point ripple strain: 2.34e-04
```
